\section*{Why a Few Percent Dopant Can Reverse Polymorph Stability}

\section{One hundred cations}

Take a crystal block with 100 cations. In phase A it is stable; in phase B it costs 30 meV more per cation. Converting the pure block from A to B therefore costs $100\times0.030=3$ eV. Now replace some of the cations by dopants, each of which costs 1 eV less in B than in A. Three dopants repay the 3 eV, and a fourth makes B the lower phase. A few percent of the cations suffices because every cation pays only the small host difference, while each dopant contributes a large one.

The 1 eV is a difference between two phases. A dopant that costs 5 eV in both phases repays nothing. The comparison also keeps the same dopants in the block while its phase changes. Both conditions are needed below.

Energies are in eV or meV and lengths in \AA, the natural units for defects. The numbers are round model parameters, not data for a particular crystal or dopant.

\section{The host term and the substitution term}

Let $g_p$ be the host energy per cation in phase $p$, and let $\Delta=g_B-g_A>0$. Replacing one cation in a large crystal costs
\begin{equation}
\varepsilon_p=E_p[\text{one dopant}]-E_p[\text{host}]+\mu_{\rm host}-\mu_{\rm dop},
\end{equation}
where the $\mu$'s are the reservoir energies of the exchanged atoms. At small dopant fraction $x$ the dopants contribute independently, so $E_p(x)=g_p+x\varepsilon_p+O(x^2)$ and
\begin{equation}
E_B-E_A=\Delta-\delta x+O(x^2),\qquad \delta=\varepsilon_A-\varepsilon_B .
\label{eq:line}
\end{equation}
The reservoir energies are the same for both phases and cancel in $\delta$. If $\delta>0$, the order reverses near $x^*=\Delta/\delta$, provided that this fraction is small. If $\delta<0$, doping stabilizes A further.

A third phase C can limit the range of B. To linear order,
\begin{equation}
E_C-E_B=(g_C-g_B)-(\varepsilon_B-\varepsilon_C)x .
\end{equation}
If both brackets are positive, B is lowest of the three only for $\Delta/\delta<x<(g_C-g_B)/(\varepsilon_B-\varepsilon_C)$, and only if this interval is not empty. A phase may thus be favoured only in a window of composition.

\section{Where an electronvolt can come from}

A minimal elastic model shows how $\delta$ arises. Each cation $i$ sits in an oxygen cage with breathing coordinate $q_i$, which is zero in the pure host. The host ion is assumed to fit its cage in both phases. This is a simplification: where the cage sizes differ, a host ion of fixed preferred size could fit only one of them, and its own strain would change both $\Delta$ and $\delta$, possibly by a large amount. A dopant has misfit $d_p$, the cage size in phase $p$ minus the size the dopant prefers. With $s_i=1$ on a dopant and $s_i=0$ otherwise, the elastic energy is
\begin{equation}
V_p=\sum_i\Big[\frac{k_0}{2}q_i^2+\frac{\kappa}{2}(q_i+d_ps_i)^2\Big]
+\frac c2\sum_{\langle ij\rangle}(q_i-q_j)^2 .
\end{equation}
Here $\kappa$ is the ion--cage stiffness, $k_0$ the framework stiffness, and $c$ couples neighbours on a simple cubic lattice. The stiffnesses are taken equal in both phases. Chemical energy common to both phases is omitted, since it cancels in $\delta$.

Expand the square, using $s_i^2=s_i$, and collect the terms quadratic in $q$ in a matrix $K$:
\begin{equation}
V_p=\tfrac12q^TKq+\kappa d_p\,s^Tq+\tfrac12\kappa d_p^2\,n,
\end{equation}
with $n$ the number of dopants. Setting the derivative to zero gives $Kq=-\kappa d_ps$, or $q=-\kappa d_pGs$ with $G=K^{-1}$. At this point the quadratic term is $+\frac12\kappa^2d_p^2s^TGs$ and the linear term is $-\kappa^2d_p^2s^TGs$. Their sum leaves
\begin{equation}
V_p^{\min}=\tfrac12\kappa d_p^2n-\tfrac12\kappa^2d_p^2\,s^TGs .
\label{eq:min}
\end{equation}
For one dopant $s^TGs=G_0$, the response of a cage to a force on itself. Apart from the common part,
\begin{equation}
\varepsilon_p=\tfrac12K_{\rm eff}d_p^2,\qquad K_{\rm eff}=\kappa(1-\kappa G_0),
\end{equation}
and, since $d_A^2-d_B^2=(d_A+d_B)(d_A-d_B)$,
\begin{equation}
\delta=K_{\rm eff}\,\frac{d_A+d_B}{2}\,(d_A-d_B).
\label{eq:delta}
\end{equation}
A misfitting ion is already strained, so its energy changes at first order when the cage size changes. If the mean misfit vanishes, so does $\delta$, even though the cages differ; this rule relies on the host ion fitting both cages.

The response follows from plane waves on a periodic lattice of $N$ cages:
\begin{equation}
G_{\mathbf r}=\frac1N\sum_{\mathbf k}\frac{\cos(\mathbf k\cdot\mathbf r)}
{\kappa+k_0+2c\sum_{\alpha=x,y,z}(1-\cos k_\alpha)} .
\end{equation}
For $c=0$, $G_0=1/(\kappa+k_0)$ and $K_{\rm eff}=\kappa k_0/(\kappa+k_0)$: ion and framework act as springs in series. If also $k_0\to0$, the cage adapts freely to the dopant and the elastic preference disappears. Coupling to neighbours reduces $G_0$ and hence raises $K_{\rm eff}$.

Take $\kappa=60$, $k_0=30$ and $c=10$ eV/\AA$^2$, with $N=1000$. The sum gives $G_0=0.006858$ \AA$^2$/eV, so $K_{\rm eff}=60(1-60\times0.006858)=35.3$ eV/\AA$^2$. For $d_A=0.30$ and $d_B=0.18$ \AA,
\begin{equation}
\delta=35.3\times0.24\times0.12=1.017\ \text{eV}\quad(0.0374\ \text{hartree}).
\end{equation}
A cage change of about a tenth of an \aa ngstr\"om is enough, given this stiffness, this mean misfit and a host ion that fits both cages. The last condition matters. Give the host ion one fixed size, with misfit $m_p$, and write $d_p=m_p+u$, where $u$ is the size difference of host and dopant. The pure host relaxes uniformly and stores $\frac12K_sm_p^2$ per cation, with $K_s=\kappa k_0/(\kappa+k_0)=20$ eV/\AA$^2$. A dopant then costs $\frac12K_{\rm eff}u^2+K_sum_p$, so $\delta=K_su\,(d_A-d_B)$. For the same $d_A$ and $d_B$ this is 0.72 eV if the host fits A ($u=0.30$ \AA) and 0.43 eV if it fits B ($u=0.18$ \AA), and the host strain in the other phase is 144 meV per cation, several times $\Delta$. The order of magnitude of $\delta$ survives, but its value does not. The model does not explain why $\Delta$ is small; $\Delta=30$ meV is an input. The linear threshold is $0.030/1.017=2.95\%$.

Now change $d_B$ to 0.29 \AA. The two substitution energies, 1.589 and 1.485 eV, are both large, but $\delta$ is only 0.104 eV. At 4\% doping, A remains lower by 25.9 meV per cation.

\section{Interactions between dopants}

For many dopants, $s^TGs$ contains $n$ terms $G_0$ and a sum over pairs. For random placement in a large crystal, the mean of $s_is_j$ with $i\ne j$ is $x^2$. Therefore
\begin{equation}
\frac{\langle s^TGs\rangle}{N}=xG_0+x^2(S-G_0),\qquad
S=\sum_{\mathbf r}G_{\mathbf r}=\frac1{\kappa+k_0}.
\end{equation}
The value of $S$ follows because a uniform force displaces all cages equally and leaves the coupling springs unstretched. Equation~(\ref{eq:min}) then gives
\begin{equation}
E_B-E_A=\Delta-\delta x+bx^2,\qquad
b=\tfrac12\kappa^2(d_A^2-d_B^2)(S-G_0).
\label{eq:quad}
\end{equation}
Here $b=0.441$ eV. It is positive because the elastic attraction is stronger in A, where the misfit is larger. Interactions thus oppose the reversal slightly. At $x=4\%$ the three contributions are
\begin{equation}
30.0-40.7+0.7=-10.0\ \text{meV per cation}.
\end{equation}
The smaller root of Eq.~(\ref{eq:quad}) is
\begin{equation}
x=\frac{\delta-\sqrt{\delta^2-4b\Delta}}{2b}=2.99\%.
\end{equation}

Random arrangements show how much the placement matters. For 150 arrangements at each composition in boxes of 1000 cages, the relaxed positions were found by solving the linear force equations. The mean of $E_B-E_A$ was $+9.8$ meV at 2\% and $-10.0$ meV at 4\%, with standard deviations between boxes of 0.1 and 0.2 meV. No box favoured B at 2\%, and every box did at 4\%. Ordered or clustered dopants have different pair averages, and the pair sum in $s^TGs$ must be evaluated anew for them. If dopants stay bound in clusters, the number of close pairs is proportional to $x$, and even the linear term changes.

\section{Oxygen vacancies}

A trivalent dopant on a tetravalent site lacks one positive charge, and an oxygen vacancy supplies two. The neutral unit is two dopants and one vacancy. If its energy is $\Phi_p$, there are $x/2$ units per cation and
\begin{equation}
E_B-E_A=\Delta-\frac{\Phi_A-\Phi_B}{2}\,x+O(x^2).
\end{equation}
Vacancies therefore change the slope at first order in $x$.

Place the vacancy between two adjacent dopants. Let it have a local energy $v_p$ and add $h(q_1+q_2)$ to the elastic energy. Each of the two cages then has the linear coefficient $J_p=\kappa d_p+h$. With $G_1$ the response between nearest neighbours, relaxation gives $-\frac12J_p^2(2G_0+2G_1)$, so
\begin{equation}
\Phi_p=\kappa d_p^2+v_p-(\kappa d_p+h)^2(G_0+G_1).
\end{equation}
To isolate the binding, subtract two separate dopants, $\kappa d_p^2-\kappa^2d_p^2G_0$, and a vacancy between host ions, $v_p-h^2(G_0+G_1)$:
\begin{equation}
\Phi_p^{\rm bind}=-\kappa^2d_p^2G_1-2\kappa d_ph(G_0+G_1).
\end{equation}

Take $h=5$ eV/\AA, $v_A=0$ and $v_B=0.4$ eV; the vacancy itself prefers A. With $G_1=0.000477$ \AA$^2$/eV, the binding energies are $-1.475$ eV in A and $-0.848$ eV in B. The contributions to $\Phi_A-\Phi_B$ are
\begin{equation}
\underbrace{2.034}_{\text{two dopants}}
-\underbrace{0.400}_{\text{vacancy}}
-\underbrace{0.627}_{\text{binding}}
=1.007\ \text{eV}.
\end{equation}
The slope per dopant falls to 0.5035 eV and the linear threshold rises to $0.030/0.5035=5.96\%$. Relaxed random boxes of such units, all oriented alike, cross at 6.35\%, by linear interpolation between 5.6\% and 7.2\%. The shift comes from interactions between units. They are proportional to $-J_p^2$ times positive responses, and $J_A=23$ exceeds $J_B=15.8$ eV/\AA, so they favour A.

These signs are not general. If the vacancy prefers B, its own term $v_A-v_B$ is positive and acts to lower the threshold, and a sufficiently negative $h$ makes the binding difference favour B. The sum of all three terms decides. Electrostatic binding, absent here, would enter $\Phi_p$ in the same way.

\section{Frozen and mobile dopants}

At temperature $T$, add ideal mixing entropy:
\begin{equation}
f_p=g_p+x\varepsilon_p+kT[x\ln x+(1-x)\ln(1-x)].
\end{equation}
At equal composition the entropy cancels between the phases. Frozen dopants therefore obey the same threshold as before. Vibrations, omitted here, would add phase-dependent free energies to $\Delta$ and $\delta$.

If dopants can diffuse, the phases may have different compositions. Since $f_p'=\varepsilon_p+kT\ln[x/(1-x)]$, the chemical potentials are
\begin{align}
f_p-xf_p'&=g_p+kT\ln(1-x) &&\text{(host)},\\
f_p+(1-x)f_p'&=g_p+\varepsilon_p+kT\ln x &&\text{(dopant)}.
\end{align}
Equating each between A and B gives
\begin{equation}
1-x_A=(1-x_B)e^{\Delta/kT},\qquad x_A=x_Be^{-(\delta-\Delta)/kT}.
\end{equation}
Add the two equations, multiply by $e^{-\Delta/kT}$ and solve for $x_B$:
\begin{equation}
x_B=\frac{1-e^{-\Delta/kT}}{1-e^{-\delta/kT}},\qquad
x_A=\frac{e^{\Delta/kT}-1}{e^{\delta/kT}-1}.
\end{equation}
For $kT\gg\delta$ both compositions approach $\Delta/\delta$, and the two-phase gap closes. For $\Delta\ll kT\ll\delta$, $x_B\approx\Delta/kT$, far above $x^*$, while $x_A$ is exponentially small.

At 1000 K, $kT=86.2$ meV, which gives $x_B=0.294$ and $x_A=3.1\times10^{-6}$. With 5\% dopant overall, conservation of dopants gives the share of B as
\begin{equation}
\frac{x-x_A}{x_B-x_A}\approx\frac{0.050}{0.294}=17\%.
\end{equation}
With the same linear energies and frozen dopants, uniform B is 20.9 meV per cation below uniform A. The mixture lies a further 16.7 meV below uniform B. Doping has reversed the order at fixed composition, yet most of the equilibrium crystal is nearly pure A.

The value $x_B=0.294$ lies outside the dilute regime, and the 17\% belongs to the linear-energy model only. For random placement, the elastic attraction between dopants adds $-\frac12\kappa^2d_B^2(S-G_0)x^2=-0.248\,x^2$ eV to $f_B$. At $x=0.294$ the curvature $f_B''$ is then $0.415-0.496=-0.081$ eV. It is negative, so a uniform B phase of this composition would itself separate, and the numbers above should not be used as a prediction. The lesson that remains is that a strong phase preference can drive segregation even without attraction between dopants; here the attraction strengthens the tendency. The few-percent rule applies when the crystal can change phase before its cations redistribute. Even then it gives the energetic order; a barrier may keep the crystal in the higher phase.

Numbers in the example were calculated in double precision.
